# The Nernst–Planck interdiffusivity of an alloy with conserved vacancies

**Result.** In a binary substitutional crystal whose dilute vacancies are neither created nor destroyed, the net vacancy flux vanishes to leading order in the vacancy fraction, and A and B interdiffuse, in mean field or in Manning's approximation for correlated jumps, with

$$D_{NP}=\frac{D_AD_B}{x_AD_A+x_BD_B},\qquad D_i=\Phi D_i^* .$$

Here $x_i$ are atomic fractions, $D_i^*$ tracer diffusivities and $\Phi$ the thermodynamic factor. Darken's sum $D_{Dk}=x_BD_A+x_AD_B$ belongs to the opposite case, in which sources and sinks hold the vacancies at local equilibrium. The $D_i^*$ must be taken at the actual local vacancy content, which interdiffusion itself changes.

Diffusion is one-dimensional, and the ends are closed or periodic. Fluxes are divided by the site density and, unless stated otherwise, measured relative to the lattice.

## 1. The simplest case: an ideal alloy on a row of planes

Plane $n$ has site fractions $a_n$, $b_n$, $v_n$ of A, B and vacancies, with $a_n+b_n+v_n=1$. An A atom exchanges with a neighbouring vacancy at rate $w_A$, a B atom at rate $w_B$. In mean field, the chance of finding an atom beside a vacancy is the product of their fractions. Forward minus backward jumps give

$$J_A=w_A(a_nv_{n+1}-a_{n+1}v_n),\qquad J_B=w_B(b_nv_{n+1}-b_{n+1}v_n).$$

Each atom jump moves a vacancy the other way, so $J_V=-(J_A+J_B)$. With $S_n=w_Aa_n+w_Bb_n$,

$$J_A+J_B=S_nv_{n+1}-S_{n+1}v_n=S_nS_{n+1}\left(\frac{v_{n+1}}{S_{n+1}}-\frac{v_n}{S_n}\right).$$

A vacancy jumps at a rate of order $w$, but an atom only at a rate of order $wv$, since it must wait for a vacancy. The vacancies therefore settle while the composition has hardly moved. They settle where $J_V=0$:

$$v_n=KS_n .$$

On a periodic ring a constant circulating flux is excluded too, because the bracket above sums to zero around the ring.

The flux $J_V$ is not strictly zero afterwards. As the composition evolves, $v=KS$ must follow it, so $\partial_tv=K(w_A-w_B)\partial_ta$. The required vacancy flux is smaller than the atomic flux by a factor of order $v$. This is the sense in which zero net vacancy flux is imposed.

Insert $v_n=KS_n$ into $J_A$. To leading order $b_n=1-a_n$, so $S_n=w_B+(w_A-w_B)a_n$ and

$$a_nS_{n+1}-a_{n+1}S_n=w_B(a_n-a_{n+1}),$$

because the terms in $a_na_{n+1}$ cancel. Hence

$$J_A=Kw_Aw_B(a_n-a_{n+1}),$$

which is Fick's law with $D=Kw_Aw_B$, in units of the plane spacing. Since $D_i=w_iv$ in this model, the opening formula gives the same value:

$$\frac{D_AD_B}{aD_A+bD_B}=\frac{w_Aw_Bv^2}{vS}=w_Aw_B\frac vS=Kw_Aw_B .$$

The diffusivity is uniform even when the composition is not: the vacancies gather where the fast species is, and this cancels the composition dependence. Conservation fixes $K=\bar v/\bar S$, where bars are averages over the sample. Because $\bar a$ is conserved, $K$ is constant in time.

**Limits.** For $w_A=w_B=w$ the vacancies stay uniform and $D=w\bar v$. For $w_B\to0$, $D\to0$: apart from the few vacancies it can fill, a region cannot gain A atoms unless B atoms leave it, however fast A is.

**Test at large amplitude.** Take 24 planes on a ring, $w_A=1$, $w_B=0.1$, a cosine composition from $x_A=0.10$ to $0.90$, and initially uniform vacancies. Then $\bar S=0.55$ and $D/\bar v=0.1/0.55=0.1818$. After one decay time the amplitude should be $0.4/e=0.1472$. Integrating the full exchange equations gives a profile that differs from this cosine by at most $1.43\times10^{-4}$ in $x_A$ for $\bar v=4\times10^{-3}$, and by $3.55\times10^{-5}$ for $\bar v=10^{-3}$. The difference falls fourfold with $\bar v$, as a leading-order result should. In the second run the vacancy profile follows $v\propto S$ to within $1.7\times10^{-4}$, relative.

Two rival laws were integrated to the same time with the vacancy fraction held uniform at its mean. Darken's sum misses the profile of the second run by up to 0.13 in $x_A$. The Nernst–Planck formula with diffusivities at uniform vacancy content misses it by up to 0.017, about 12% of the final amplitude. The right formula thus still needs the right vacancy content.

## 2. The non-ideal alloy

An atom that advances by exchange with a vacancy gains $\mu_i$ at the new site and gives up $\mu_V$ there, so the driving force is the gradient of $\mu_i-\mu_V$. Neglecting correlations between jumps for now,

$$J_i=-\frac{x_iD_i^*}{kT}\nabla(\mu_i-\mu_V).$$

For an ideal mixture, $\mu_A=kT\ln a$ and $\mu_V=kT\ln v+\text{const}$. With $D_A^*=w_Av$ this becomes $J_A=-w_A(v\nabla a-a\nabla v)$, the continuum form of the lattice flux.

At fixed temperature and pressure the Gibbs–Duhem relation is $x_A\nabla\mu_A+x_B\nabla\mu_B+x_V\nabla\mu_V=0$. The gradient $\nabla\mu_V$ found below is of order $kT\nabla x_A$, so its term is smaller than the others by a factor of order $x_V$ and is dropped. Defining $\Phi$ by the first equality, and taking an alloy stable against unmixing, so that $\Phi>0$,

$$x_A\nabla\mu_A=kT\Phi\nabla x_A=-x_B\nabla\mu_B .$$

The fluxes become

$$J_A=-D_A\nabla x_A+\frac{x_AD_A^*}{kT}\nabla\mu_V,\qquad J_B=D_B\nabla x_A+\frac{x_BD_B^*}{kT}\nabla\mu_V .$$

With $S^*=x_AD_A^*+x_BD_B^*$, their negative sum is

$$J_V=(D_A-D_B)\nabla x_A-\frac{S^*}{kT}\nabla\mu_V .$$

The first term is the vacancy current caused by unequal mobilities. The second is the back-diffusion of accumulated vacancies. At uniform composition it reads $-(S^*/x_V)\nabla x_V$, so the vacancy diffusivity is $D_V=S^*/x_V$, far above the atomic ones. Vacancies relax quickly, and $J_V=0$ gives

$$\frac{\nabla\mu_V}{kT}=\frac{D_A-D_B}{S^*}\nabla x_A .$$

If A is faster, $\mu_V$ rises towards the A-rich side. This gradient holds back A, which flows down its concentration gradient, and helps B, which flows the other way. Substituting it into $J_A$,

$$J_A=-\frac{D_AS^*-x_AD_A^*(D_A-D_B)}{S^*}\nabla x_A .$$

In the numerator $D_AS^*=x_AD_AD_A^*+x_BD_AD_B^*$, and its first part cancels. What remains is $x_BD_AD_B^*+x_AD_A^*D_B$. Both products equal $D_AD_B/\Phi$ and $x_A+x_B=1$, so

$$J_A=-J_B=-\frac{D_AD_B}{\Phi S^*}\nabla x_A=-D_{NP}\nabla x_A,$$

since $\Phi S^*=x_AD_A+x_BD_B$.

**Comparison with Darken.** The inverse of the result is

$$\frac1{D_{NP}}=\frac{x_B}{D_A}+\frac{x_A}{D_B}.$$

It is the harmonic mean with the same weights that Darken's sum uses in an arithmetic mean. The difference is

$$D_{Dk}-D_{NP}=\frac{(x_BD_A+x_AD_B)(x_AD_A+x_BD_B)-D_AD_B}{x_AD_A+x_BD_B}.$$

The numerator expands to $x_Ax_B(D_A^2+D_B^2)+(x_A^2+x_B^2-1)D_AD_B$. Because $x_A^2+x_B^2-1=-2x_Ax_B$,

$$D_{Dk}-D_{NP}=\frac{x_Ax_B(D_A-D_B)^2}{x_AD_A+x_BD_B}\ge0 .$$

**Limits.** Both coefficients tend to $D_A$ as $x_A\to0$ and to $D_B$ as $x_B\to0$. For $D_A\gg D_B$ at fixed intermediate composition, $D_{NP}\to D_B/x_A$ whereas $D_{Dk}\to x_BD_A$. Without sinks the slow species sets the pace; with ideal sinks the fast one does.

## 3. Sinks restored

Let sinks remove vacancies, and with them lattice sites, at rate $r$ per site. Removing sites raises the fractions of what remains, so following the local lattice

$$\partial_tx_A=-\nabla J_A+x_Ar .$$

The vacancy balance, quasi-steady and to leading order in $x_V$, is $0=-\nabla J_V-r$. Removal of sites contracts the lattice. If the contraction is along the diffusion direction and all sites have equal volume, the lattice velocity $u$ obeys $\nabla u=-r=\nabla J_V$. With one end closed and at rest, $u=J_V$. In the frame of that end the flux of A is

$$\tilde J=J_A+x_Au=J_A-x_A(J_A+J_B)=x_BJ_A-x_AJ_B .$$

Ideal sinks make $\nabla\mu_V=0$, hence $J_A=-D_A\nabla x_A$, $J_B=D_B\nabla x_A$ and

$$\tilde J=-(x_BD_A+x_AD_B)\nabla x_A,\qquad u=(D_A-D_B)\nabla x_A .$$

These are Darken's coefficient and the Kirkendall velocity. Without sinks $r=0$ and $u=0$: inert markers do not move.

For sinks of finite strength, let $\mu_V=0$ denote equilibrium with the sinks, and write $\nu=\mu_V/kT$. The supersaturation is $e^\nu-1\approx\nu$. A removal rate $k^2D_V(x_V-x_V^{eq})$ is then $r=k^2S^*\nu$, because $D_Vx_V=S^*$. For a small composition wave of amplitude $\delta$ and wavenumber $q$, the balance $-\nabla J_V=r$ reads

$$q^2(D_A-D_B)\delta-q^2S^*\nu=k^2S^*\nu,$$

so

$$\nu=\frac{D_A-D_B}{S^*}\,\frac{q^2}{q^2+k^2}\,\delta .$$

From the fluxes of section 2,

$$\tilde J=-D_{Dk}\nabla x_A+x_Ax_B(D_A^*-D_B^*)\nabla\nu .$$

Inserting $\nu$ produces the factor $x_Ax_B(D_A^*-D_B^*)(D_A-D_B)/S^*$. Multiplying its numerator and denominator by $\Phi$ shows that it equals $D_{Dk}-D_{NP}$. Therefore

$$D(q)=\frac{q^2D_{NP}+k^2D_{Dk}}{q^2+k^2}.$$

The limits $k\to0$ and $k\to\infty$ return the two coefficients. The choice between them depends on the distance $1/k$ that a vacancy travels before absorption, compared with $1/q$.

**Test.** This was compared with relaxation rates that keep the vacancy term in the Gibbs–Duhem relation and do not assume a quasi-steady vacancy balance. They are eigenvalues of the mobility matrix times the second-derivative matrix of a three-component regular-solution free energy, with the parameters of section 5 but $x_V=10^{-6}$. For $k^2/q^2=0$, 0.3, 1 and 10, the slow eigenvalue agrees with $D(q)$ within one part in $10^4$.

## 4. Correlated jumps

After a jump, the same vacancy is more likely to carry the atom back than to move it in any other single direction, and a net vacancy flux biases this return. For random alloys, Manning's approximation writes, with $X_i=-\nabla(\mu_i-\mu_V)$ and $\xi=(1-f)/f$, where $f$ is the tracer correlation factor of a pure crystal with the same lattice,

$$J_i=\frac{x_iD_i^*}{kT}\left[X_i+\frac{\xi}{S^*}\sum_jx_jD_j^*X_j\right].$$

This form is assumed here, not derived. Summing over both species gives

$$J_A+J_B=\frac{1+\xi}{kT}\sum_jx_jD_j^*X_j .$$

If the net flux is zero, the sum is zero, and the added term disappears from each flux. The result for $D_{NP}$ in tracer diffusivities is unchanged.

With ideal sinks the term survives. Then $\sum_jx_jD_j^*X_j=-kT\Phi(D_A^*-D_B^*)\nabla x_A$, and the intrinsic diffusivities are

$$D_A^I=D_A\left[1+\frac{\xi x_A(D_A^*-D_B^*)}{S^*}\right],\quad D_B^I=D_B\left[1-\frac{\xi x_B(D_A^*-D_B^*)}{S^*}\right].$$

Intrinsic diffusivities deduced from marker motion contain this vacancy wind. They belong in Darken's sum but not in $D_{NP}$. For $f=1$ the distinction vanishes.

## 5. A multilayer of 6 nm period

Consider a coherent fcc film at 600 K with a weak composition modulation of amplitude 0.02 about $x_A=0.3$. The parameters are rough values for the regime of silver–gold multilayers, with silver as A: $D_A^*=0.010$ nm²/s, $D_B^*=0.0025$ nm²/s, and mixing energy $Wx_Ax_B$ with $W=-0.16$ eV.

For a regular solution $\mu_A=kT\ln x_A+Wx_B^2$, up to a constant. Thus $x_A\,d\mu_A/dx_A=kT-2Wx_Ax_B$, and with $kT=0.0517$ eV

$$\Phi=1-\frac{2x_Ax_BW}{kT}=1+\frac{2(0.3)(0.7)(0.16)}{0.0517}=2.30 .$$

Hence $D_A=0.0230$ and $D_B=0.00575$ nm²/s, and

$$D_{NP}=\frac{0.0230\times0.00575}{0.0109}=0.0121\ \text{nm}^2/\text{s}=1.21\times10^{-16}\ \text{cm}^2/\text{s},$$

$$D_{Dk}=0.7(0.0230)+0.3(0.00575)=0.0178\ \text{nm}^2/\text{s}=1.78\times10^{-16}\ \text{cm}^2/\text{s}.$$

With $q=2\pi/6=1.047$ nm⁻¹, the decay time $1/(Dq^2)$ is 75 s without sinks and 51 s with ideal ones, at the same tracer diffusivities. The slope $d\nu/dx_A=(D_A-D_B)/S^*$ is 3.63. If the mean of $\nu$ is zero, the A-rich crests carry $e^{3.63\times0.02}-1=7.5\%$ more vacancies than local equilibrium. This modest excess suffices to stop the net vacancy flux. It is a time average: at a vacancy fraction of $10^{-9}$, a block one period thick and 100 nm wide in both other directions holds only about 0.004 vacancies on average.

**Neglected effects.**

- *Sinks.* Taking $k^2$ of the order of the dislocation density, here $10^{10}$ cm⁻², gives $k^2\sim10^{-4}$ nm⁻². Spread evenly, such sinks raise $D$ by about 0.004%. Dislocations are separate lines. At this short period, with the vacancy wind neglected and capture radii of 0.15–1 nm, the rise is 0.01–0.06% for lines along the diffusion direction and about 0.005–0.03% for lines lying in the layers, still negligible. The two coefficients have equal weight at a period $2\pi/k$ of about 600 nm.
- *Transient.* For $x_V=10^{-9}$ and with correlations neglected, $D_V\approx5\times10^6$ nm²/s, and vacancies redistribute in $1/(D_Vq^2)\approx2\times10^{-7}$ s. At given tracer diffusivities this time, like the vacancy drain times below, is proportional to $x_V$. Gold-rich silver–gold may hold nearer $10^{-8}$ at equilibrium, which makes them all about ten times longer but still much shorter than the decay time of the modulation.
- *Discrete planes.* For (111) planes, spaced $d=0.236$ nm, $q^2$ becomes $2(1-\cos qd)/d^2$, which lowers the rate by 0.5%. Half of an atom's twelve neighbours lie in adjacent planes, so $W$ in $\Phi$ is multiplied by $(1+\cos qd)/2$, which lowers it by a further 0.9%.
- *Short-range order.* The mean-field $\Phi$ assumes randomly placed neighbours. If $W$ stems from nearest-neighbour pair energies, unlike neighbours are favoured and $\Phi$ is about 3% larger. At given tracer diffusivities $D_{NP}$ rises equally.
- *Coherency strain.* A misfit of 0.002 and a biaxial modulus of 180 GPa raise the rate by about 0.03%.
- *Vacancy wind.* With $f=0.78$, Manning's approximation, which is meant for random alloys and is only an estimate here, leaves $D_{NP}$ unchanged and raises $D_{Dk}$ by 9%. The approximation is not exact even for a random alloy: for an fcc random alloy of this composition and tracer ratio, the sink-free coefficient lies roughly 3–5% above $D_{NP}$, and the rise of $D_{Dk}$ is nearer 15%. The intrinsic values are then 0.0261 and 0.0040 nm²/s; inserted into the Nernst–Planck formula, they give a result 20% below $D_{NP}$.

**Beside a real film.** The small corrections hold for a coherent film whose sinks are dislocations at the stated density. Grain boundaries, incoherent interfaces and growing pores also absorb vacancies. If they did so ideally throughout the film, $D$ would rise by the factor $1.47\times1.09\approx1.6$, wind included. Within Manning's approximation, this is an upper limit on the effect of sinks on lattice diffusion at given tracer diffusivities; it does not bound fast diffusion of atoms along boundaries. Ideal sinks confined to flat grain boundaries 20 nm apart, parallel to the diffusion direction, would raise the average $D$, wind included, by only about 6% at first, and by about 4% over one decay time, because most vacancies pass between crests and troughs without reaching a boundary. This counts the boundaries as vacancy sinks only. At 600 K atoms also diffuse along such boundaries far faster than through the lattice, which flattens the modulation there and raises the apparent $D$ by about 11% over one decay time, more for smaller grains. The mean vacancy content is a separate matter. At the stated dislocation density, an excess left by deposition disappears in about $1/(k^2D_V)\approx2\times10^{-3}$ s, long before the modulation decays. Vacancies are thus conserved over one period of the modulation, but not over the whole anneal, and tracer data taken at equilibrium vacancy content apply. If an excess did persist, every $D_i^*$, and so $D_{NP}$, would have to be scaled with $x_V$. Fewer dislocations alone would not allow this in a thin film: a free surface that absorbs vacancies drains a film 1 µm thick in about 0.1 s. In a diffusion couple with the same dislocation density, Darken's coefficient applies once the diffusion zone, not just the couple, is much wider than $1/k\approx100$ nm. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
LATTICE TEST (w_A = 1.0, w_B = 0.1, 24 sites)
initial x_A range: 0.10 to 0.90
predicted final amplitude of x_A: 0.1472
uniform D / mean x_V (site^2 x rate): 0.1818
max error in x_A at x_V = 4e-03: 1.43e-04
max error in x_A at x_V = 1e-03: 3.55e-05
max relative error of vacancy profile: 1.65e-04
max x_A error, NP law at fixed x_V: 0.0173
max x_A error, Darken law at fixed x_V: 0.1275
EXAMPLE INPUTS (rough)
temperature: 600 K; kT: 0.05170 eV
x_A: 0.30; x_B: 0.70
tracer D_A*: 0.0100 nm^2/s
tracer D_B*: 0.0025 nm^2/s
regular-solution energy: -0.16 eV
period: 6.0 nm; amplitude of x_A: 0.02
vacancy fraction: 1e-09
dislocation density: 1e+10 cm^-2
lattice parameter: 0.408 nm
misfit: 0.002; modulus: 180 GPa
correlation factor: 0.78
EXAMPLE RESULTS
thermodynamic factor: 2.2997
D_A: 0.02300 nm^2/s; D_B: 0.00575 nm^2/s
x_A D_A + x_B D_B: 0.01092 nm^2/s
D Nernst-Planck: 0.01210 nm^2/s = 1.210e-16 cm^2/s
D Darken: 0.01782 nm^2/s = 1.782e-16 cm^2/s
ratio Darken / Nernst-Planck: 1.4725
slow eigenvalue, no sinks: 0.01210 nm^2/s
wavenumber q: 1.0472 nm^-1
decay time Nernst-Planck: 75.3 s
decay time Darken: 51.2 s
d(mu_V/kT)/dx_A: 3.6311
peak vacancy supersaturation: 7.53 %
NEGLECTED EFFECTS
sink strength k2: 1.0e-04 nm^-2
change of D by sinks: 4.31e-03 %
crossover period to Darken: 628 nm
vacancy diffusivity: 4.75e+06 nm^2/s
vacancy transient: 1.92e-07 s
(111) plane spacing: 0.2356 nm
change of rate, discrete planes: -0.51 %
change of rate, Phi(q): -0.86 %
change of rate, coherency strain: 0.027 %
wind change of D Nernst-Planck: 0.0000 %
wind change of D Darken: 9.05 %
intrinsic D_A with wind: 0.02607 nm^2/s
intrinsic D_B with wind: 0.00396 nm^2/s
error of NP formula fed with these: -19.53 %
```
